The t2g Kanamori Hamiltonian and Hund's First Two Rules

**1. What symmetry allows**

Consider an isolated shell of three degenerate orbitals, each of which can hold up to two electrons, one of spin up and one of spin down. Suppose that the interaction conserves the electron number N and is unchanged by any rotation of the spins and, separately, by any rotation of the three orbitals among themselves as the components of a vector. Let S be the total spin and L the generator of the orbital rotations, with ħ = 1.

A two-body interaction is fixed by its action on two-electron states. The orbital part of such a state is a product of two vectors, which splits into a scalar (L = 0), an antisymmetric part that is again a vector (L = 1), and a traceless symmetric tensor (L = 2). The full state must be antisymmetric, so the symmetric orbital parts go with the spin singlet and the antisymmetric part with the triplet. The possible terms are

³P (9 states), ¹D (5 states), ¹S (1 state).

Each occurs once, so an invariant interaction multiplies each by a number. Three energies therefore fix the interaction completely.

The operators N(N−1)/2, S² and L² are also invariant and contain at most two-body parts. Try

H = a N(N−1)/2 + b S² + c L² + d N.

One electron has S(S+1) = 3/4 and L(L+1) = 2. It has no interaction energy, which requires d = −3b/4 − 2c. The two-electron energies are then

E(³P) = a + 2b + 2c + 2d = a + b/2 − 2c
E(¹D) = a + 6c + 2d = a − 3b/2 + 2c
E(¹S) = a + 2d = a − 3b/2 − 4c.

The difference E(¹D) − E(¹S) = 6c fixes c, then E(³P) − E(¹D) = 2b − 4c fixes b, and any one energy fixes a. The trial form can thus represent every two-body interaction with these symmetries. It remains to find when the Kanamori Hamiltonian has them, and with which coefficients.

**2. The Hamiltonian**

Number the real t2g orbitals yz, zx, xy as m = 1, 2, 3. Let d†_mσ create an electron, and let n_mσ = d†_mσ d_mσ and n_m = n_m↑ + n_m↓. The Kanamori Hamiltonian is

H = U Σ_m n_m↑ n_m↓
 + U' Σ_{m≠m'} n_m↑ n_m'↓
 + (U'−J) Σ_{m<m',σ} n_mσ n_m'σ
 − J Σ_{m≠m'} d†_m↑ d_m↓ d†_m'↓ d_m'↑
 + J Σ_{m≠m'} d†_m↑ d†_m↓ d_m'↓ d_m'↑.

Sums over m ≠ m' run over ordered pairs, so each pair of orbitals enters twice. U is the repulsion within one orbital, U' that between opposite spins in different orbitals, and J is Hund's exchange. The fourth line exchanges opposite spins between two orbitals, and the fifth moves a pair from one orbital to another. One-electron energies are equal and are set to zero. For now U' is left free.

Four sums will carry the algebra:

D = Σ_m n_m↑ n_m↓
P = Σ_{m<m'} n_m n_m'
Q = Σ_{m<m'} S_m·S_m'
R = Σ_{m≠m'} d†_m↑ d†_m↓ d_m'↓ d_m'↑.

Here S_m is the spin in orbital m, with S^z_m = (n_m↑ − n_m↓)/2, S⁺_m = d†_m↑ d_m↓ and S⁻_m = d†_m↓ d_m↑.

**3. Collecting the spin terms**

For two different orbitals, n_m n_m' is the sum of the parallel-spin and opposite-spin density products, while 4S^z_m S^z_m' is the parallel part minus the opposite part. Half their sum gives

Σ_σ n_mσ n_m'σ = n_m n_m'/2 + 2 S^z_m S^z_m'.

The second and third lines of H together give, for each pair of orbitals, U' n_m n_m' minus J times this parallel part:

(U' − J/2) n_m n_m' − 2J S^z_m S^z_m'.

The fourth line is −J Σ_{m≠m'} S⁺_m S⁻_m'. Each unordered pair contributes

−J (S⁺_m S⁻_m' + S⁻_m S⁺_m') = −2J (S^x_m S^x_m' + S^y_m S^y_m').

This completes the scalar product, so

H = U D + (U' − J/2) P − 2J Q + J R. (1)

Spin-rotation symmetry is now visible in the first three terms. The last also has it, because it creates and removes spin singlets.

**4. N and S² in terms of the sums**

Since n_mσ² = n_mσ, we have n_m² = n_m + 2n_m↑n_m↓. Hence N² = Σ_m n_m² + 2P = N + 2D + 2P, or

N(N−1)/2 = D + P. (2)

This says that every pair of electrons sits either in one orbital or in two.

An orbital has spin 1/2 when singly occupied and spin 0 when empty or full. The combination n_m − 2n_m↑n_m↓ is 1 in the first case and 0 in the other two, so

S_m² = (3/4)(n_m − 2n_m↑n_m↓).

Squaring S = Σ_m S_m gives the squares plus twice the products between different orbitals:

S² = (3/4)N − (3/2)D + 2Q. (3)

**5. L² in terms of the sums**

With E_bc = Σ_σ d†_bσ d_cσ, the generators of orbital rotations are

L_a = −i Σ_bc ε_abc E_bc.

Squaring and using Σ_a ε_abc ε_ade = δ_bd δ_ce − δ_be δ_cd gives

L² = −Σ_bcde (δ_bd δ_ce − δ_be δ_cd) E_bc E_de
 = Σ_{b≠c} (E_bc E_cb − E_bc E_bc).

The terms with b = c cancel.

Take E_bc E_bc first. Equal spins in the two factors give zero, because d†_bσ would act twice. The two choices of opposite spins give equal contributions, since the two bilinears commute. One of them is

d†_b↑ d_c↑ d†_b↓ d_c↓ = −d†_b↑ d†_b↓ d_c↑ d_c↓ = d†_b↑ d†_b↓ d_c↓ d_c↑.

Each equality is one anticommutation. Summed over b ≠ c, the product E_bc E_bc therefore gives 2R.

In the other product, use d_cσ d†_cσ' = δ_σσ' − d†_cσ' d_cσ:

E_bc E_cb = n_b − Σ_σσ' d†_bσ d†_cσ' d_cσ d_bσ'.

Moving d_bσ' to the left past two operators of orbital c produces two minus signs, so the sum becomes

Σ_σσ' d†_bσ d_bσ' d†_cσ' d_cσ.

Its terms with σ = σ' are the parallel densities, n_b n_c/2 + 2S^z_b S^z_c. Its terms with σ ≠ σ' are S⁺_b S⁻_c + S⁻_b S⁺_c. Together they give

E_bc E_cb = n_b − n_b n_c/2 − 2 S_b·S_c.

Now sum over ordered pairs. Each n_b appears with two partners and gives 2N in total; the other terms give P and 4Q. Thus

L² = 2N − P − 4Q − 2R. (4)

For one electron P, Q and R vanish and L² = 2, as it must for L = 1.

**6. The closed form and its condition**

Solve (4) for the pair hopping, R = N − P/2 − 2Q − L²/2, and insert it in (1):

H = U D + (U' − J) P − 4J Q + J N − (J/2) L².

From (3), Q = S²/2 − 3N/8 + 3D/4, so

−4J Q = −2J S² + (3/2) J N − 3J D.

From (2), P = N(N−1)/2 − D. The terms in D add up to U − (U' − J) − 3J = U − U' − 2J, and those in N to J + (3/2)J = (5/2)J. The result for any U' is

H = (U' − J) N(N−1)/2 − 2J S² − (J/2) L² + (5/2) J N + (U − U' − 2J) D. (5)

All terms but the last are invariant under orbital rotations. D is not. Put two electrons of opposite spin in orbital 1, where D = 1. Rotate the orbital to (1 + 2)/√2. The pair then has the orbital state (11 + 12 + 21 + 22)/2, whose weight on doubly occupied orbitals is 1/2, so the mean of D has changed. Orbital rotation symmetry therefore requires

U' = U − 2J,

and under this condition

H = (U − 3J) N(N−1)/2 − 2J S² − (J/2) L² + (5/2) J N. (6)

This is an operator identity on all 2⁶ = 64 states of the shell. It has the form found in part 1, and its coefficients satisfy d = −3b/4 − 2c, since 3J/2 + J = 5J/2.

**7. What L means**

L is an effective angular momentum of length 1, whereas a d electron has l = 2. The two are related by a sign. Acting on the angular form yz, the atomic operator l_z = −i(x∂_y − y∂_x) gives −i zx; acting on zx it gives +i yz; and acting on xy it gives −i(x² − y²), which lies outside the t2g space. The corresponding elements of L_z are

⟨zx|L_z|yz⟩ = −i ε₃₂₁ = +i
⟨yz|L_z|zx⟩ = −i ε₃₁₂ = −i.

Both are opposite to those of l_z. Cyclic exchange of x, y, z gives the other components, so the atomic l projected on the t2g orbitals is −L. The second rule below concerns this effective L.

**8. Which terms exist**

N, S² and L² commute with one another, so (6) gives the energy of every term:

E(N,S,L) = (U−3J) N(N−1)/2 + (5/2) J N − J [2S(S+1) + L(L+1)/2]. (7)

The formula does not say which S and L occur together. That follows from the Pauli principle.

For N = 0 the term is ¹S, for N = 1 it is ²P, and for N = 2 part 1 gave ³P, ¹D and ¹S. For N = 3, use orbitals with L_z = 1, 0, −1 and count states by their total M_S and M_L.

- M_S = 3/2: all three orbitals hold an up spin, so there is one state, with M_L = 0. It belongs to ⁴S.
- M_S = 1/2: the two up spins have total L_z of 1, 0 or −1, and so has the down spin. The nine sums are M_L = 2, 1, 1, 0, 0, 0, −1, −1, −2.

One of the three states with M_L = 0 belongs to ⁴S. The remaining eight values form one set with L = 2 and one with L = 1, so the other terms are ²D and ²P. The count is complete, because 4 + 10 + 6 = 20 is the number of ways to place three electrons in six spin-orbitals.

For N > 3, count the empty places. The full shell has M_S = M_L = 0, so a state has the opposite M_S and M_L to those of its missing electrons. Sets of M values are symmetric about zero, and the terms for N are therefore those for 6 − N.

**9. Reading off Hund's rules**

Inserting the terms in (7) gives

N = 2: ³P: U − 3J; ¹D: U − J; ¹S: U + 2J
N = 3: ⁴S: 3U − 9J; ²D: 3U − 6J; ²P: 3U − 4J
N = 4: ³P: 6U − 13J; ¹D: 6U − 11J; ¹S: 6U − 8J.

For N = 0, 1, 5 and 6 there is a single term, with energy 0, 0, 10U − 20J and 15U − 30J.

Let J > 0. The lowest term always has the largest S, which is Hund's first rule. The signs in (7) alone do not prove this, because a term of lower spin may have larger L. From ³P to ¹D, the spin part rises by 4J while the orbital part falls by 2J. From ⁴S to ²D, the figures are 6J and 3J. In both cases the spin part wins, and the gaps are 2J and 3J.

The second rule says that among terms of largest S, the one with largest L is lowest. In this shell it has nothing to choose in the ground state, because the largest S comes with a single L at each N. For two parallel spins the orbital part is the antisymmetric product of two vectors, which is a vector; for three it is the fully antisymmetric product, which is a scalar. The preference for large L appears instead among excited terms of equal spin: ¹D lies below ¹S by 3J, and ²D below ²P by 2J.

For N ≤ 3 the ground-state energy is U − 3J per pair of electrons. In the fully polarized state all electrons occupy different orbitals with parallel spins, and each pair costs U' − J = U − 3J.

If J = 0, the energy depends on N alone and all terms of a given N coincide. If J < 0 with U' = U − 2J kept, the bracket in (7) changes its effect and the order of the terms at each N is reversed.

**10. The two-electron levels from the orbitals**

The levels for N = 2 can be found directly from (1), for any U'. With one electron in each of two orbitals, the energy is U' − J/2 − 2J S_m·S_m'. The product S_m·S_m' is 1/4 in the triplet and −3/4 in the singlet, which gives

triplets: U' − J (9 states)
singlets in two orbitals: U' + J (3 states).

With both electrons in one orbital, the three possible states have energy U and are joined by pair hopping with amplitude +J. The in-phase combination gains 2J, and the two combinations whose amplitudes sum to zero gain −J:

U − J (2 states), U + 2J (1 state).

The ¹S term is thus high because pair hopping raises the in-phase combination. The ¹D term consists of the three singlets at U' + J and the two at U − J. They coincide when U' = U − 2J. Otherwise ¹D splits by |U − U' − 2J|, in agreement with the last term of (5).

**11. The cost of moving an electron**

Let J > 0 and U' = U − 2J, and let E₀(N) be the lowest energy with N electrons. Taking an electron from one isolated shell and adding it to another, both initially with N electrons, costs

Δ(N) = E₀(N+1) + E₀(N−1) − 2E₀(N).

For the half-filled shell,

Δ(3) = (6U − 13J) + (U − 3J) − 2(3U − 9J) = U + 2J,

whereas for N = 2,

Δ(2) = (3U − 9J) + 0 − 2(U − 3J) = U − 3J.

The same subtraction gives U − 3J for N = 1, 4 and 5. Hund's exchange therefore raises the cost at half filling and lowers it at the other partial fillings. For U < 3J the latter cost is negative, and two isolated shells with such an N would lower their energy by sharing their electrons unequally.

**12. Numerical example**

Take the round model parameters U = 4 eV and J = 0.5 eV, so that U' = 3 eV and U − 3J = 2.5 eV. For the ²D term with N = 3, the four parts of (6) are

3 × 2.5 − 2 × 0.5 × 0.75 − 0.25 × 6 + 2.5 × 0.5 × 3
= 7.5 − 0.75 − 1.5 + 3.75 = 9.0 eV.

The ground term ⁴S lies at 3 × 4 − 9 × 0.5 = 7.5 eV, and ²P at 12 − 4 × 0.5 = 10.0 eV. For N = 2, the terms ³P, ¹D and ¹S lie at 2.5, 3.5 and 5.0 eV. The cost Δ is 4 + 2 × 0.5 = 5.0 eV at half filling and 2.5 eV for N = 1, 2, 4 and 5.

Now lower U' by 0.2 eV to 2.8 eV, keeping U and J. For N = 2 the triplets move to 2.8 − 0.5 = 2.3 eV. Three of the ¹D states move to 2.8 + 0.5 = 3.3 eV, while the other two stay at 3.5 eV. The splitting of 0.2 eV measures the loss of orbital rotation symmetry.

The numerical check diagonalizes the Hamiltonian from its definition and checks these levels, their spins and orbital momenta, and the operator identities (1) to (6).

**13. Where the result stops**

Equation (6) describes the interaction within one t2g shell when U' = U − 2J. Atomic d orbitals with a common radial function satisfy this condition for the bare Coulomb interaction. Cubic symmetry alone does not impose it, so t2g orbitals that extend onto neighbouring atoms need not satisfy it; the last term of (5) must then be kept. A crystal-field splitting of the three orbitals, spin–orbit coupling or hopping to neighbours adds one-electron terms that are not functions of N, S² and L². If U' = U − 2J, the interaction can still be written as in (6), but the eigenstates of the full problem need not be the terms listed here. A splitting large compared with J, for example, can place two electrons in the lowest orbital with opposite spins, against the first rule.

Computed values

```
U = 4.00 eV, J = 0.50 eV, U' = U - 2J = 3.00 eV
U - 3J = 2.50 eV; Fock space dimension = 64
largest error of the operator identity = 0.0e+00
Levels from diagonalization; E = (pairs) U + b J
N term states pairs   E/eV       b  -2S(S+1)  -L(L+1)/2
0   1S      1     0    0.00    0.00      0.00       0.00
1   2P      6     0    0.00    0.00     -1.50      -1.00
2   3P      9     1    2.50   -3.00     -4.00      -1.00
2   1D      5     1    3.50   -1.00      0.00      -3.00
2   1S      1     1    5.00    2.00      0.00       0.00
3   4S      4     3    7.50   -9.00     -7.50       0.00
3   2D     10     3    9.00   -6.00     -1.50      -3.00
3   2P      6     3   10.00   -4.00     -1.50      -1.00
4   3P      9     6   17.50  -13.00     -4.00      -1.00
4   1D      5     6   18.50  -11.00      0.00      -3.00
4   1S      1     6   20.00   -8.00      0.00       0.00
5   2P      6    10   30.00  -20.00     -1.50      -1.00
6   1S      1    15   45.00  -30.00      0.00       0.00
Splittings between neighbouring levels
N = 2: 3P -> 1D = 1.00 eV = 2.00 J
N = 2: 1D -> 1S = 1.50 eV = 3.00 J
N = 3: 4S -> 2D = 1.50 eV = 3.00 J
N = 3: 2D -> 2P = 1.00 eV = 2.00 J
Addition gap E0(N+1) + E0(N-1) - 2 E0(N)
N = 1: 2.50 eV = U -3.00 J
N = 2: 2.50 eV = U -3.00 J
N = 3: 5.00 eV = U +2.00 J
N = 4: 2.50 eV = U -3.00 J
N = 5: 2.50 eV = U -3.00 J
largest element of [H, L_a], U' = U - 2J: 0.0e+00 eV
same with U' lowered by 0.20 eV: 0.20 eV
N = 2 levels with the lowered U'
3P: 2.30 eV, 9 states
1D: 3.30 eV, 3 states
1D: 3.50 eV, 2 states
1S: 5.00 eV, 1 states
splitting of 1D = 0.20 eV
J = -0.50 eV, N = 2, from lowest: 1S, 1D, 3P
J = -0.50 eV, N = 3, from lowest: 2P, 2D, 4S
```
